# Third-moment sum rule and high-frequency local field of the electron gas, part 2

The local-field factor $G$ measures how much exchange and correlation weaken the mean Coulomb field felt by an electron. In the unpolarized gas at $r_s=2$ bohr, static STLS gives $G=0.36$ at $q=k_F$ and $0.79$ at $3k_F$. The infinite-frequency limit is about $0.04$ at $k_F$, zero near $1.5\,k_F$, and $-0.62$ at $3k_F$. The third frequency moment of the density response explains this.

Hartree atomic units are used, at zero temperature. $H=T+U$ has kinetic energy $T$ and pair interaction $U=\sum_{i<j}w(\mathbf r_i-\mathbf r_j)$, where $w$ has Fourier components $v(k)$, without $\mathbf k=0$. The ground state $|0\rangle$ has energy $E_0$, and $\omega_n$ are the excitation energies. Further, $\rho_{\mathbf q}=\sum_je^{-i\mathbf q\cdot\mathbf r_j}$, $W_n=|\langle n|\rho_{\mathbf q}^\dagger|0\rangle|^2$, $S(\mathbf k)=\langle\rho_{\mathbf k}\rho_{-\mathbf k}\rangle/N$, $t=\langle T\rangle/N$, $\mathbf r_{jl}=\mathbf r_j-\mathbf r_l$ and $k_F=(3\pi^2n)^{1/3}$. At complex frequency $z$, with $z=iu$ on the imaginary axis,

$$\chi(\mathbf q,z)=\frac2V\sum_n\frac{\omega_nW_n}{z^2-\omega_n^2},\qquad M_l(\mathbf q)=\frac2V\sum_n\omega_n^l\,W_n,$$

$$\chi(\mathbf q,iu)=-\frac{M_1}{u^2}+\frac{M_3}{u^4}-\frac{R(u)}{u^4}.$$

For cubic or higher symmetry,

$$M_3=nq^2\left(\omega_q^2+4\,\omega_qt\right)+\frac nV\sum_{\mathbf k\ne0}(\mathbf q\cdot\mathbf k)^2\,v(k)\left[S(\mathbf k+\mathbf q)-S(\mathbf k)\right].$$

The sum of cubes used there is

$$(\omega_q+\mathbf q\cdot\mathbf p)^3+(\omega_q-\mathbf q\cdot\mathbf p)^3=2\omega_q^3+6\,\omega_q(\mathbf q\cdot\mathbf p)^2.$$

For the Coulomb gas at lowest order in the interaction, two-pair excitations give

$$\operatorname{Im}\chi\simeq-\frac{23\pi}{15}\,n^2q^4\,\omega^{-11/2}$$

for $\omega\gg q^2,k_F^2$, and $R(u)\propto u^{-3/2}$. Their amplitude is $\mathcal A/V$, with $\mathbf P$ the relative momentum of the outgoing electrons.

The numerical checks diagonalize $H$ in plane waves for two electrons of opposite spin in a cube of side $L=40$ bohr, with interaction $\operatorname{erf}(\mu r)/r$, $\mu=0.11107$ bohr$^{-1}$, or bare Coulomb (momentum cutoffs in grid units), and for three spinless fermions on a ring. In the cube, $\mathbf q$ is given in units of $2\pi/L$.

## The bulk Coulomb gas and the local-field factor

The results needed from above are these. For $N$ electrons in volume $V$ with $n=N/V$, the density response at fixed $\mathbf q$ behaves as $\chi(\mathbf q,iu)=-M_1/u^2+M_3/u^4+o(u^{-4})$, with $M_1=nq^2$ and $M_3=nq^2(\omega_q^2+4\omega_qt)+M_3^U$. Here $\omega_q=q^2/2$, $t$ is the interacting kinetic energy per electron, and $M_3^U=(n/V)\sum_{\mathbf k\ne0}(\mathbf q\cdot\mathbf k)^2v(k)[S(\mathbf k+\mathbf q)-S(\mathbf k)]$ with $S(0)=N$, or equally $V^{-1}\langle\sum_{j\ne l}w_{qq}(\mathbf r_{jl})[1-e^{i\mathbf q\cdot\mathbf r_{jl}}]\rangle$ with $w_{qq}=(\mathbf q\cdot\nabla)^2w$. From now on $v=4\pi/k^2$, the state is an isotropic fluid, and $V\to\infty$ at fixed $n$.

One term of the sum over $\mathbf k$ is extensive and must be set apart before the sum becomes an integral. At $\mathbf k=-\mathbf q$ the bracket is $S(0)-S(q)=N-S(q)$, and the term equals $n^2q^4v(q)-nq^4v(q)S(q)/V$. The second piece vanishes in the bulk limit. The first is $4\pi n^2q^2=nq^2\omega_p^2$, where $\omega_p^2=4\pi n$ is the square of the plasma frequency. In the other terms $S$ is bounded and continuous in a fluid, which is enough here even though it can have kinks, as the free gas does at $2k_F$, $(\mathbf q\cdot\mathbf k)^2v(k)=4\pi q^2(\hat{\mathbf q}\cdot\hat{\mathbf k})^2$, and $V^{-1}\sum_{\mathbf k}\to\int d^3k/(2\pi)^3$. Writing $4\pi nq^2=nq^2\omega_p^2/n$ gives the sum rule

$$M_3=nq^2\left\{\omega_q^2+4\,\omega_qt+\omega_p^2\left[1-I(q)\right]\right\},\qquad I(q)=-\frac1n\int\!\frac{d^3k}{(2\pi)^3}\,(\hat{\mathbf q}\cdot\hat{\mathbf k})^2\left[S(|\mathbf k+\mathbf q|)-S(k)\right].$$

The term $\omega_p^2$ is the restoring force of a uniform, uncorrelated charge, and $I(q)$ is the fraction of it that is lost because the neighbours of an electron are missing from its hole.

The angular integral can be done in closed form. Let $h=S-1$, which is assumed absolutely integrable over $\mathbf k$; this makes the pair distribution bounded and continuous, and so finite at contact. Since $S(|\mathbf k+\mathbf q|)-S(k)=h(|\mathbf k+\mathbf q|)-h(k)$ and the weight $(\hat{\mathbf q}\cdot\hat{\mathbf k})^2$ is bounded, the two terms converge separately, and the variable of the first can be shifted, $\mathbf k\to\mathbf k-\mathbf q$. With $x=q/k_F$, $y=k/k_F$, $c=\hat{\mathbf q}\cdot\hat{\mathbf k}$ and $n=k_F^3/3\pi^2$, the prefactor is $2\pi k_F^3/(8\pi^3n)=3/4$, and

$$I(q)=-\frac34\int_0^\infty dy\,y^2h(y)\,K(x,y),\qquad K=\int_{-1}^1dc\left[\frac{(yc-x)^2}{a-bc}-c^2\right],$$

where $a=x^2+y^2$ and $b=2xy$. The numerator obeys $(yc-x)^2=(a-bc)-y^2(1-c^2)$, as expanding both sides shows, so $K=2-\tfrac23-y^2\int(1-c^2)/(a-bc)\,dc$. Division gives $1-c^2=(a-bc)(c/b+a/b^2)+(1-a^2/b^2)$. The first product integrates to $2a/b^2$, the term odd in $c$ dropping out, and the remainder to $(1-a^2/b^2)\,b^{-1}\ln[(a+b)/(a-b)]$. Now $a\pm b=(x\pm y)^2$ and $a^2-b^2=(x^2-y^2)^2$. The two pieces, multiplied by $y^2$, are $(x^2+y^2)/2x^2$ and $-(x^2-y^2)^2(4x^3y)^{-1}\ln|(x+y)/(x-y)|$. Collecting the constants $\tfrac43-\tfrac12=\tfrac56$,

$$K(x,y)=\frac56-\frac{y^2}{2x^2}+\frac{(y^2-x^2)^2}{4x^3y}\ln\left|\frac{x+y}{x-y}\right| .$$

The limits of $I$ are read more easily in real space. The pair distribution is defined by $\langle\sum_{j\ne l}\delta(\mathbf r-\mathbf r_{jl})\rangle=Nn\,g(r)$, so that $h(k)=n\int d^3r\,[g(r)-1]e^{-i\mathbf k\cdot\mathbf r}$ for $\mathbf k\neq0$ and $M_3^U=n^2\int d^3r\,w_{qq}(\mathbf r)[1-e^{i\mathbf q\cdot\mathbf r}]g(r)$. Split $g=1+(g-1)$. For the uniform part, the cell integral of $w_{qq}$ is its $\mathbf k=0$ component, which is zero, and $-\int w_{qq}e^{i\mathbf q\cdot\mathbf r}d^3r=q^4v(q)$, which reproduces $nq^2\omega_p^2$. The part $g-1$ is of short range, and there $w$ may be replaced by $1/r$. For $r\ne0$, $\partial_a\partial_b\,r^{-1}=(3r_ar_b-r^2\delta_{ab})/r^5$, so $(\hat{\mathbf q}\cdot\nabla)^2r^{-1}=(3c^2-1)/r^3=2P_2(c)/r^3$, with $c$ now the cosine between $\mathbf q$ and $\mathbf r$. At the origin there is in addition $-(4\pi/3)\delta(\mathbf r)$, one third of $\nabla^2r^{-1}$ by isotropy, which is multiplied by $1-e^{i\mathbf q\cdot\mathbf r}=0$ and drops. The replacement of $w$ by $1/r$ is not allowed in the uniform part: integrating the angles first would give $\int(\mathbf q\cdot\nabla)^2r^{-1}d^3r=-4\pi q^2/3$ in place of zero and would leave two thirds of $\omega_p^2$.

The angular integrals are $\int_{-1}^1P_2\,dc=0$ and $\int_{-1}^1P_2\,e^{i\xi c}dc$ with $\xi=qr$. From $\int e^{i\xi c}dc=2j_0$, $j_0=\sin\xi/\xi$, two derivatives give $\int c^2e^{i\xi c}dc=-2j_0''$, and $j_0''=-\sin\xi/\xi-2\cos\xi/\xi^2+2\sin\xi/\xi^3$. Then

$$\int_{-1}^1P_2\,e^{i\xi c}dc=-3j_0''-j_0=\frac{2\sin\xi}\xi+\frac{6\cos\xi}{\xi^2}-\frac{6\sin\xi}{\xi^3}=-2j_2(\xi),$$

where $j_2=(3/\xi^3-1/\xi)\sin\xi-3\cos\xi/\xi^2$ is the spherical Bessel function. The short-range part of $M_3^U$ is $n^2q^2\int dr\,r^2(2/r^3)(g-1)\,2\pi\cdot2j_2=8\pi n^2q^2\int dr\,(g-1)j_2/r$. Equating it to $-nq^2\omega_p^2I$,

$$I(q)=2\int_0^\infty dr\,[1-g(r)]\,\frac{j_2(qr)}r .$$

For small $q$, the second-order term of $e^{i\xi c}$ gives $-\tfrac12\xi^2\int P_2c^2dc=-\tfrac12\xi^2(\tfrac35-\tfrac13)=-\tfrac2{15}\xi^2$, so $j_2\simeq\xi^2/15$ and $I\simeq\tfrac2{15}q^2\int r(1-g)\,dr$. The interaction energy per electron is $u_{xc}=\langle U\rangle/N=\tfrac n2\int d^3r\,(g-1)/r=-2\pi n\int r(1-g)\,dr$, the uniform part being cancelled by the background. Eliminating the integral with $2\pi n=\omega_p^2/2$,

$$I(q)\to-\frac4{15}\,\frac{u_{xc}\,q^2}{\omega_p^2}\qquad(q\to0),$$

which is positive when $u_{xc}<0$. For large $q$ the substitution $r=\xi/q$ gives $I=2\int d\xi\,[1-g(\xi/q)]\,j_2(\xi)/\xi$. The function $j_2/\xi$ is absolutely integrable and $g$ is bounded and continuous, so the limit may be taken inside. Differentiating $j_1/\xi=\sin\xi/\xi^3-\cos\xi/\xi^2$ yields $-j_2/\xi$, and $j_1/\xi\to\tfrac13$ at the origin and to zero at infinity, so $\int_0^\infty j_2\,d\xi/\xi=\tfrac13$ and

$$I(q)\to\tfrac23\,[1-g(0)]\qquad(q\to\infty).$$

The same form shows that $I$ is bounded for all $q$, by $2\sup|1-g|\int|j_2|\,d\xi/\xi$.

The free Fermi sea, which also solves the Hartree–Fock equations of the gas, supplies a case in which both limits are known. The operator $\rho_{\mathbf k}^\dagger$ moves one electron from $\mathbf p$ to $\mathbf p+\mathbf k$, which is blocked when the target is occupied, so $1-S_0$ is the fractional overlap of two Fermi spheres displaced by $y$. The overlap of unit spheres is two caps, $2\pi\int_{y/2}^1(1-s^2)ds=2\pi(\tfrac23-\tfrac y2+\tfrac{y^3}{24})$, and division by $4\pi/3$ gives $h_0=-1+\tfrac34y-\tfrac1{16}y^3$ for $y<2$ and zero beyond. In momentum form $u_{xc}=\tfrac12\int d^3k\,(2\pi)^{-3}v\,h=(k_F/\pi)\int h\,dy$ and $g(0)=1+\tfrac32\int y^2h\,dy$. The integrals of $h_0$ are $-2+\tfrac32-\tfrac14=-\tfrac34$ and $-\tfrac83+3-\tfrac23=-\tfrac13$, so $u_x=-3k_F/4\pi$ and $g(0)=\tfrac12$. With $\omega_p^2=4k_F^3/3\pi$ the limits are $I\to\tfrac4{15}\cdot\tfrac9{16}x^2=\tfrac3{20}x^2$ and $I\to\tfrac13$. The computed values are $I/x^2=0.14995$ at $x=0.02$ and $I=0.33317$ at $x=50$. The numerical check also tests $K$ against direct angular quadrature and the real-space form of $I$ against the momentum form.

The local-field factor is defined by

$$\chi=\frac{\chi_0}{1-v(1-G)\chi_0},\qquad\text{that is}\qquad v(q)\,[1-G(q,z)]=\frac1{\chi_0(q,z)}-\frac1{\chi(q,z)},$$

where $\chi_0$ is the Lindhard function, the response of the free gas at the same density. $G=0$ is the random-phase approximation (RPA). The sum rules hold for $\chi_0$ with $v=0$ and $t=t_0=\tfrac3{10}k_F^2$, so it has the same $M_1$ and $M_3^0=nq^2(\omega_q^2+4\omega_qt_0)$. Inverting $\chi(iu)=-(M_1/u^2)[1-M_3/(M_1u^2)+o(u^{-2})]$ gives

$$\frac1{\chi(iu)}=-\frac{u^2}{M_1}-\frac{M_3}{M_1^2}+o(1).$$

In the difference $1/\chi_0-1/\chi$ the terms in $u^2$ cancel because both functions obey the f-sum rule, and a finite limit remains: $v[1-G(q,\infty)]=(M_3-M_3^0)/M_1^2$. Since $vM_1^2=4\pi n^2q^2=nq^2\omega_p^2$, and the recoil terms cancel in $M_3-M_3^0$,

$$1-G(q,\infty)=\frac{4\omega_q(t-t_0)+\omega_p^2(1-I)}{\omega_p^2},\qquad G(q,\infty)=I(q)-\frac{2q^2t_c}{\omega_p^2},\qquad t_c=t-t_0 .$$

Here $\infty$ means $u\to\infty$ at fixed $q$, with $u$ large against $\omega_p$, $k_F^2$, $qk_F$ and $\omega_q$; by the estimate of $R(u)$ the approach is as $u^{-3/2}$ at lowest order in the interaction. For the two electrons in the cube, $G(iu)$ formed from the diagonalized spectrum and extrapolated in $u$ is $0.176826$, and the finite-system version of the formula gives the same six digits.

The sign change now has its reason. The Fermi sea has the lowest kinetic energy of all antisymmetric states of the given density, so $t_c\ge0$, with equality for the Fermi sea itself. Since $I$ is bounded, any $t_c>0$ drives $G(q,\infty)$ to $-\infty$ as $-q^2$. The negative term is not a force between electrons. It arises because $\chi_0$ describes the Doppler spread with the momenta of the free gas, which are too small, and $G$ as defined has to make up the deficit $4\omega_qt_c\,nq^2$ in $M_3$ while being multiplied by $vM_1^2=nq^2\omega_p^2$, which grows more slowly with $q$. The term can be removed by a different choice of reference. Let $\chi_0^I(z)=V^{-1}\sum_{\mathbf p\sigma}n_{\mathbf p\sigma}\,2\epsilon/(z^2-\epsilon^2)$ with $\epsilon=\omega_q+\mathbf q\cdot\mathbf p$ and $n_{\mathbf p\sigma}$ the occupation numbers of the interacting ground state. Its expansion coefficients are $V^{-1}\sum n_{\mathbf p\sigma}2\epsilon^l$, and averaging $\mathbf p$ with $-\mathbf p$ turns them into $nq^2$ for $l=1$ and, by the sum of cubes met before, $nq^2(\omega_q^2+4\omega_qt)$ for $l=3$. The factor $G^I$ defined with $\chi_0^I$ then has $G^I(q,\infty)=I(q)$. The statement that the high-frequency local field equals $I(q)$ is true for this reference and, when $t_c>0$, false for the Lindhard one.

An approximation with a frequency-independent $G(q)$ and Lindhard $\chi_0$ has the $u^{-4}$ coefficient $M_3^0+v(1-G)M_1^2$. It misses $M_3/M_1$ by $\omega_p^2[G(q,\infty)-G(q)]$, and it satisfies the sum rule at those $q$ where $G(q)=G(q,\infty)$ and nowhere else.

Both $t_c$ and $u_{xc}$ follow from the energy per electron $\varepsilon=t_0+\varepsilon_{xc}$ through the virial theorem. In coordinates scaled by the box side $L$, the Coulomb Hamiltonian is $\tilde T/L^2+\tilde U/L$ with $\tilde T,\tilde U$ independent of $L$. The Hellmann–Feynman theorem gives $L\,dE_0/dL=-2\langle T\rangle-\langle U\rangle$, and adding $E_0=\langle T\rangle+\langle U\rangle$ gives $d(LE_0)/dL=-\langle T\rangle$, a relation tested by finite differences on the cube. At fixed $N$ the density parameter $r_s=(3/4\pi n)^{1/3}$ is proportional to $L$, so $t=-d(r_s\varepsilon)/dr_s$. The free part $t_0\propto r_s^{-2}$ satisfies $-d(r_st_0)/dr_s=t_0$ by itself, which leaves $t_c=-d(r_s\varepsilon_{xc})/dr_s$. Using $r_s\,d/dr_s=-3n\,d/dn$ and the potential $v_{xc}=\varepsilon_{xc}+n\,d\varepsilon_{xc}/dn$,

$$t_c=-\varepsilon_{xc}+3(v_{xc}-\varepsilon_{xc})=3v_{xc}-4\varepsilon_{xc},\qquad u_{xc}=\varepsilon-t=\varepsilon_{xc}-t_c=5\varepsilon_{xc}-3v_{xc}.$$

The exchange energy, proportional to $1/r_s$, contributes nothing to $t_c$.

At small $q$ both terms of $G(q,\infty)$ are of order $q^2$, and the exchange-correlation kernel $f_{xc}=-vG$ has a finite limit when $q\to0$ is taken after $u\to\infty$. With $v=4\pi/q^2$ and $\omega_p^2=4\pi n$,

$$f_{xc}(0,\infty)=-\frac{4\pi}{q^2}\left[-\frac4{15}\frac{u_{xc}q^2}{4\pi n}-\frac{2q^2t_c}{4\pi n}\right]=\frac1n\left(2t_c+\frac4{15}u_{xc}\right).$$

Substituting the virial expressions, $2t_c+\tfrac4{15}u_{xc}=(6-\tfrac45)v_{xc}+(\tfrac43-8)\varepsilon_{xc}=\tfrac{26}5v_{xc}-\tfrac{20}3\varepsilon_{xc}$, and with $\varepsilon_{xc}'=d\varepsilon_{xc}/dn$ this is $f_{xc}(0,\infty)=\tfrac{26}5\varepsilon_{xc}'-\tfrac{22}{15}\varepsilon_{xc}/n$. The same expression results from the form used in the Gross–Kohn kernel,

$$f_{xc}(0,\infty)=-\frac45n^{2/3}\frac d{dn}\frac{\varepsilon_{xc}}{n^{2/3}}+6\,n^{1/3}\frac d{dn}\frac{\varepsilon_{xc}}{n^{1/3}},$$

because the two terms are $-\tfrac45(\varepsilon_{xc}'-\tfrac23\varepsilon_{xc}/n)$ and $6(\varepsilon_{xc}'-\tfrac13\varepsilon_{xc}/n)$, and $\tfrac8{15}-2=-\tfrac{22}{15}$. The static counterpart follows from the energy of a slowly varying static density. To second order in $\delta n$ it costs $\tfrac12[d^2(n\varepsilon)/dn^2+v]\,|\delta n|^2$ per volume, and minimizing this together with the external energy gives $-1/\chi=d^2(n\varepsilon)/dn^2+v$. The free gas has $-1/\chi_0=d^2(nt_0)/dn^2$, and the definition of $G$ then gives $f_{xc}(0,0)=d^2(n\varepsilon_{xc})/dn^2$. With exchange alone, $\varepsilon_x=u_x\propto n^{1/3}$, the static kernel is $\tfrac49u_x/n=-\pi/k_F^2$ and the high-frequency one is $\tfrac4{15}u_x/n$, three fifths of it.

The sum rule at small $q$ can also be written $M_3/M_1\simeq\omega_p^2+q^2(2t+\tfrac4{15}u_{xc})$. The ratio $M_3/M_1$ is the mean of $\omega_n^2$ over the weights $\omega_nW_n$. The RPA has $2t_0=\tfrac35k_F^2$ in the bracket. The bracket is not by itself the dispersion coefficient of the plasmon, since the two-pair continuum has $\operatorname{Im}\chi\propto q^4$ in the tail derived above and so enters $M_3$ at the same order $q^4$ as the term in question.

The numbers quoted at the start refer to $r_s=2$ bohr, where $n=0.029842$ bohr$^{-3}$, $k_F=0.95958$ bohr$^{-1}$, $\omega_p^2=3/r_s^3=0.375$ Ha$^2$ and $\omega_p=0.61237$ Ha, or $16.66$ eV. The energies come from the exchange formula and the PW92 correlation energy: $\varepsilon_{xc}=-0.27384$ Ha and $v_{xc}=-0.35694$ Ha. Then $t_c=3(-0.35694)-4(-0.27384)=-1.0708+1.0954$, which is $0.02456$ Ha when formed from the unrounded inputs. With $t_0=0.27624$ Ha the kinetic energy is $t=0.30080$ Ha, and $u_{xc}=-0.27384-0.02456=-0.29840$ Ha.

The structure factor is taken from the STLS approximation, which closes two relations on each other. The first holds for any response function with the spectral form above: $\int_0^\infty du\,\omega_n/(u^2+\omega_n^2)=\pi/2$ and $\sum_nW_n=NS$ give $S(q)=-(\pi n)^{-1}\int_0^\infty du\,\chi(q,iu)$. The second defines the approximation, a static factor $G_{\rm STLS}(q)=-n^{-1}\int d^3k\,(2\pi)^{-3}(\mathbf q\cdot\mathbf k/k^2)\,h(|\mathbf k-\mathbf q|)$. Shifting the variable and using $x^2-xyc=\tfrac12(a-bc)+\tfrac12(x^2-y^2)$ in the angular integral gives

$$G_{\rm STLS}=-\frac34\int_0^\infty dy\,y^2h(y)\left[1+\frac{x^2-y^2}{2xy}\ln\left|\frac{x+y}{x-y}\right|\right].$$

The two relations are iterated to self-consistency. The example thus mixes two levels of theory, STLS for $S$ and PW92 for $t_c$. On the interaction energy, which fixes $I$ at small $q$, they agree closely: STLS gives $-0.29897$ Ha, which differs by $0.2\%$ from the PW92 value, although most of this quantity is exchange and common to both. On $t_c$ the agreement is looser. Integrating the virial relation $u_{xc}=r_s^{-1}\,d(r_s^2\varepsilon_{xc})/dr_s$ over the STLS interaction energy gives $t_c=0.02415$ Ha, $1.7\%$ below the PW92 value, and the VWN and Perdew–Zunger fits give $0.02432$ and $0.02493$ Ha. Across these four choices $G(k_F,\infty)$ ranges from $0.035$ to $0.039$, $G(3k_F,\infty)$ from $-0.60$ to $-0.64$, and the zero of $G(q,\infty)$ from $1.51$ to $1.57\,k_F$, so the last digits quoted below belong to the PW92 value of $t_c$. At larger $q$ the function $I$ depends on the short-range shape of the STLS hole, with $g(0)=0.099$, for which no independent comparison is made, so the finite-$q$ values are those of this model.

At long wavelength, $2t_c=0.04912$ Ha and $\tfrac4{15}u_{xc}=-0.07957$ Ha add to $-0.03045$ Ha, and division by $n$ gives $f_{xc}(0,\infty)=-1.02$ Ha bohr$^3$. The static kernel is $-3.65$ Ha bohr$^3$, so the ratio is $0.28$, against $-2.047/(-3.412)=0.60$ with exchange alone. The change from $-2.047$ to $-1.02$ has two parts of opposite sign. Correlation deepens the hole, $u_{xc}-u_x=-0.29840+0.22908=-0.06932$ Ha, and this adds $\tfrac4{15}(-0.06932)/0.029842=-0.619$. The kinetic term adds $0.04912/0.029842=+1.646$. The kinetic energy of correlation is about a third of the potential energy of correlation in size, but it enters with the weight $2$ against $\tfrac4{15}$ and wins. In terms of $x$, the small-$q$ coefficients are $I/x^2=0.1954$ and $2q^2t_c/\omega_p^2x^2=0.1206$, leaving $G(q,\infty)\simeq0.075\,x^2$.

At finite $q$ the values are as follows.

| $q/k_F$ | $I$ (HF) | $I$ (STLS) | $2q^2t_c/\omega_p^2$ | $G(q,\infty)$ | $G_{\rm STLS}$ |
|---|---|---|---|---|---|
| 0.5 | 0.034 | 0.046 | 0.030 | 0.016 | 0.113 |
| 1.0 | 0.111 | 0.157 | 0.121 | 0.037 | 0.361 |
| 2.0 | 0.243 | 0.368 | 0.482 | −0.115 | 0.696 |
| 3.0 | 0.291 | 0.464 | 1.085 | −0.622 | 0.789 |

The kinetic column is $0.1206\,x^2$ throughout. The STLS $I$ starts above it, bends away from its $x^2$ law (which, with the STLS interaction energy, would give $0.049$ at $x=0.5$ and $0.196$ at $x=1$), and at $x=3$ has reached the value $0.464$, against a large-$q$ limit of $\tfrac23(1-0.099)=0.601$. The parabola overtakes it at $q\approx1.54\,k_F$ in this model. Below that point $G(q,\infty)$ is a small difference of two larger numbers, and a relative error in $I$ is magnified about fourfold at $k_F$. The static $G_{\rm STLS}$ lies above $G(q,\infty)$ at each of the four wave numbers.

At $q=k_F$ the recoil energy is $\omega_q=0.46040$ Ha and $M_1=nq^2=0.027478$ a.u. The three parts of $M_3/M_1$ are $\omega_q^2=0.2120$, $4\omega_qt=4(0.46040)(0.30080)=0.5539$ and $\omega_p^2(1-I)=0.375(1-0.1574)=0.3160$, all in Ha$^2$. Their sum is $1.0819$ Ha$^2$, so $M_3=0.02973$ a.u., and the root-mean-square excitation energy is $\sqrt{M_3/M_1}=1.040$ Ha, or $28.3$ eV. The RPA value is $1.0957$ Ha$^2$, too large by $0.0138$ Ha$^2$ or $1.3\%$ of the sum-rule value, which is $\omega_p^2G(q,\infty)=0.375\times0.0368$. This closeness comes from a cancellation: the RPA overestimates the restoring force by $\omega_p^2I=0.0590$ Ha$^2$ and underestimates the Doppler term by $0.375\times0.1206=0.0452$ Ha$^2$. STLS, whose interaction energy agrees with PW92 to $0.2\%$, has $M_3/M_1=1.0957-0.375\times0.3608=0.9604$ Ha$^2$, which is $11\%$ below the value that the sum rule gives with its own structure factor and the PW92 kinetic energy.

## Values computed for the example and the checks

```
box: N=2, L=40.0 bohr, erf(mu r)/r with mu=0.11107 1/bohr
 q=(2, 1, 0): M3/M1 spectrum 4.172643e-03, formula 4.172643e-03 Ha^2
   parts free 3.8050e-03 kin 3.2261e-04 pot 4.4992e-05 Ha^2
 q=(1, 0, 0): M3/M1 spectrum 3.482687e-04, formula 3.482687e-04 Ha^2
   parts free 1.5220e-04 kin 6.4522e-05 pot 1.3155e-04 Ha^2
 q=(1,0,0): G(iu->inf) spectrum 0.176826, formula 0.176826
 bare Coulomb, cutoff 4: relative M3 mismatch 6.59e-05
 bare Coulomb, cutoff 8: relative M3 mismatch 1.18e-06
 virial: -d(LE)/dL 3.212965e-03 Ha, <T> 3.212965e-03 Ha
ring N=3 q=1: V*M3 spectrum 10.804993, formula 10.804993, pot 3.7494 Ha^3
ring N=3 q=2: V*M3 spectrum 175.803764, formula 175.803764, pot 26.9141 Ha^3
two-pair tail: <(A P^6/4pi q^2)^2> = 1.53333 (23/15 = 1.53333)
HF limits: I/x^2 at x=0.02 0.14995; I at x=50 0.33317
example rs=2.0 bohr: n=0.029842 bohr^-3, kF=0.95958 1/bohr
 wp^2=0.37500 Ha^2, wp=0.61237 Ha = 16.664 eV
 PW92+x: eps_xc=-0.27384, v_xc=-0.35694, u_x=-0.22908 Ha
 t0=0.27624, t_c=0.02456, t=0.30080, u_xc=-0.29840 Ha
 STLS: u_xc=-0.29897 Ha, g(0)=0.099, (2/3)(1-g(0))=0.601
 small q, PW92: I/x^2=0.19539, kinetic/x^2=0.12061
 q/kF  I_HF   I_STLS  2q^2tc/wp^2  G(q,inf)  G_STLS
 0.5  0.0341  0.0463  0.0302      +0.0161  0.1131
 1.0  0.1111  0.1574  0.1206      +0.0368  0.3608
 2.0  0.2427  0.3677  0.4824      -0.1148  0.6964
 3.0  0.2906  0.4639  1.0855      -0.6216  0.7890
 G(q,inf)=0 at q/kF=1.539
 q=kF: wq=0.46040 Ha, M1=0.027478 a.u.
  wq^2=0.21196, 4 wq t=0.55394, wp^2(1-I)=0.31597 Ha^2
  M3/M1=1.08187 Ha^2, M3=0.029728 a.u., RPA M3/M1=1.09568 Ha^2
  sqrt(M3/M1)=1.04013 Ha = 28.303 eV
 f_xc(0,inf)=-1.02055, static f_xc=-3.65389 Ha bohr^3, ratio 0.2793
 exchange only f(0,inf)=-2.04710, static -3.41184 Ha bohr^3
```
